# Binomial leaps for irreversible adsorption on independent sites: test program

```python
# RESULT UNDER TEST
# n empty, independent, equivalent sites fill irreversibly at rate k per site.
# In a step tau the number filled is exactly Binomial(n, 1-exp(-k*tau)).
# A Poisson(n*k*tau) leap instead counts repeated hits and can exceed n.
# Symbols: x = k*tau (dimensionless step), n = number of empty sites,
# N = initial number of empty sites, coverage = filled fraction.
# Matrices act on column vectors: entry [new state, old state].
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import comb
from scipy.stats import binom, poisson

rng = np.random.default_rng(20)


def death_generator(size):
    """Master-equation generator for the empty-site count, with k = 1."""
    generator = np.zeros((size + 1, size + 1))
    for n in range(1, size + 1):
        generator[n - 1, n] = n
        generator[n, n] = -n
    return generator


def binomial_matrix(size, x):
    matrix = np.zeros((size + 1, size + 1))
    for n in range(size + 1):
        filled = np.arange(n + 1)
        matrix[n - filled, n] = binom.pmf(filled, n, -np.expm1(-x))
    return matrix


def poisson_matrices(size, x):
    """Return clamped transitions and transitions without any overdraw."""
    allowed = np.zeros((size + 1, size + 1))
    for n in range(size + 1):
        filled = np.arange(n + 1)
        allowed[n - filled, n] = poisson.pmf(filled, n * x)
    clamped = allowed.copy()
    for n in range(size + 1):
        clamped[0, n] += poisson.sf(n, n * x)
    return clamped, allowed


def overdraw_before_full(size, x):
    """Chance that Poisson leaping overdraws before all sites are full."""
    chance = np.zeros(size + 1)
    for n in range(1, size + 1):
        filled = np.arange(1, n + 1)
        weights = poisson.pmf(filled, n * x)
        numerator = poisson.sf(n, n * x) + weights @ chance[n - filled]
        chance[n] = numerator / (-np.expm1(-n * x))
    return chance[size]


def small_lattice_law(factor, x):
    """Exact law on a periodic 3 by 3 lattice; factor is per full neighbour."""
    generator = np.zeros((512, 512))
    for state in range(512):
        for site in range(9):
            if state >> site & 1:
                continue
            row, col = divmod(site, 3)
            neighbours = [((row + 1) % 3) * 3 + col,
                          ((row - 1) % 3) * 3 + col,
                          row * 3 + (col + 1) % 3,
                          row * 3 + (col - 1) % 3]
            rate = factor ** sum(state >> j & 1 for j in neighbours)
            generator[state | (1 << site), state] += rate
            generator[state, state] -= rate
    return expm(generator * x)[:, 0]


def hindered_lattice(shape, factor, total_x, steps):
    """Small-step simulation with rates slowed by occupied neighbours."""
    occupied = np.zeros(shape, dtype=np.int8)
    probability = -np.expm1(-total_x / steps * factor ** np.arange(5))
    probability = probability.astype(np.float32)
    for _ in range(steps):
        neighbours = (np.roll(occupied, 1, -1) + np.roll(occupied, -1, -1)
                      + np.roll(occupied, 1, -2) + np.roll(occupied, -1, -2))
        hit = rng.random(shape, dtype=np.float32) < probability[neighbours]
        occupied |= hit.astype(np.int8)
    return occupied.mean()


# Binomial transitions against matrix exponentials, including very long steps.
size = 12
generator = death_generator(size)
transition_error = 0.0
for x in (0.05, 0.7, 2.0, 6.0):
    difference = expm(generator * x) - binomial_matrix(size, x)
    transition_error = max(transition_error, np.abs(difference).max())
assert transition_error < 1e-10
two_leaps = binomial_matrix(size, 1.6) @ binomial_matrix(size, 0.3)
assert np.allclose(two_leaps, expm(generator * 1.9), atol=1e-10)

# Two-time covariance from the master equation.
first, second = expm(generator * 0.4), expm(generator * 0.9)
counts = np.arange(size + 1)
first_law = first[:, size]
mean_first = counts @ first_law
mean_second = counts @ second @ first_law
covariance = (counts @ second) @ (counts * first_law)
covariance -= mean_first * mean_second
assert np.isclose(covariance, size * np.exp(-1.3) * (1 - np.exp(-0.4)))

# The random-subset rule against the law of complete lattice configurations.
configuration_law = small_lattice_law(1.0, 0.8)
occupied_count = np.array([state.bit_count() for state in range(512)])
subset_law = (binom.pmf(occupied_count, 9, 1 - np.exp(-0.8))
              / comb(9, occupied_count))
assert np.allclose(configuration_law, subset_law, atol=1e-11)

# Poisson attempts thrown at random sites: distinct hits are binomial.
sites, x = 6, 0.9
distinct = np.zeros(sites + 1)
distinct[0] = 1.0
mixture = np.zeros(sites + 1)
for attempts in range(80):
    mixture += poisson.pmf(attempts, sites * x) * distinct
    updated = distinct * np.arange(sites + 1) / sites
    updated[1:] += distinct[:-1] * (sites - np.arange(sites)) / sites
    distinct = updated
assert np.allclose(mixture, binom.pmf(np.arange(sites + 1), sites,
                                      1 - np.exp(-x)), atol=1e-11)

# Clamping leaves an upward adsorption bias except for a single site.
for x in (0.1, 1.0, 3.0):
    clamped, _ = poisson_matrices(60, x)
    mean_filled = np.arange(61) - np.arange(61) @ clamped
    exact_filled = np.arange(61) * (1 - np.exp(-x))
    assert np.isclose(mean_filled[1], exact_filled[1])
    assert np.all(mean_filled[2:] > exact_filled[2:])

# Small-step bias and the last-site estimate of the overdraw chance.
small_x = 0.01
clamped, _ = poisson_matrices(50, small_x)
mean_empty = np.arange(51) @ np.linalg.matrix_power(clamped, 100)[:, 50]
relative_bias = 1 - mean_empty / (50 * np.exp(-1))
assert abs(relative_bias / (small_x / 2) - 1) < 0.02
small_overdraw = overdraw_before_full(50, small_x)
assert abs(small_overdraw / (small_x / 2) - 1) < 0.05

# Rough process values for a trimethylaluminium pulse.
temperature = 473.0
pressure_torr = 0.05
mass_u = 72.1
sticking = 0.002
site_density_nm2 = 4.0
patch_side_nm = 10.0
leap_ms, leaps = 20.0, 3
N = round(site_density_nm2 * patch_side_nm ** 2)
lattice_side = round(N ** 0.5)
assert lattice_side ** 2 == N
pressure_pa = pressure_torr * const.torr
mass = mass_u * const.atomic_mass
thermal_energy = const.k * temperature
thermal_ev = thermal_energy / const.e
flux = pressure_pa / np.sqrt(2 * np.pi * mass * thermal_energy)
velocity_scale = np.sqrt(thermal_energy / mass)
half_flux = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                 0, 12)[0]
flux_integral = pressure_pa / thermal_energy * velocity_scale * half_flux
assert np.isclose(flux, flux_integral, rtol=1e-8)
k = sticking * flux / (site_density_nm2 * 1e18)
x = k * leap_ms / 1000
pulse_s = leaps * leap_ms / 1000
total_x = k * pulse_s
leap_probability = -np.expm1(-x)
exact_coverage = -np.expm1(-total_x)
exact_empty = N * np.exp(-total_x)
exact_sd = np.sqrt(N * exact_coverage * (1 - exact_coverage))

# Binomial leaping and event-by-event waiting times, sampled separately.
runs = 5000
empty_leap = np.full(runs, N)
for _ in range(leaps):
    empty_leap -= rng.binomial(empty_leap, leap_probability)
event_times = np.cumsum(rng.exponential(size=(runs, N))
                        / (k * np.arange(N, 0, -1)), axis=1)
empty_event = N - (event_times <= pulse_s).sum(axis=1)
for sample in (empty_leap, empty_event):
    assert abs(sample.mean() - exact_empty) < 5 * exact_sd / runs ** 0.5
    assert abs(sample.std(ddof=1) / exact_sd - 1) < 5 / (2 * runs) ** 0.5

# Poisson leaping: exact propagation of its law, then an independent sample.
clamped, allowed = poisson_matrices(N, x)
poisson_law = np.linalg.matrix_power(clamped, leaps)[:, N]
poisson_empty = np.arange(N + 1) @ poisson_law
poisson_sd = np.sqrt((np.arange(N + 1) - poisson_empty) ** 2 @ poisson_law)
first_overdraw = poisson.sf(N, N * x)
any_overdraw = 1 - np.linalg.matrix_power(allowed, leaps)[:, N].sum()
poisson_runs = 20000
empty_poisson = np.full(poisson_runs, N)
overdrawn = np.zeros(poisson_runs, dtype=bool)
bad_request = None
for leap in range(leaps):
    requested = rng.poisson(empty_poisson * x)
    exceeds = requested > empty_poisson
    if leap == 0:
        assert exceeds.any()
        bad_request = requested[np.flatnonzero(exceeds)[0]]
    overdrawn |= exceeds
    empty_poisson = np.maximum(empty_poisson - requested, 0)
sample_error = np.sqrt(any_overdraw * (1 - any_overdraw) / poisson_runs)
assert abs(overdrawn.mean() - any_overdraw) < 5 * sample_error
assert (abs(empty_poisson.mean() - poisson_empty)
        < 5 * poisson_sd / poisson_runs ** 0.5)
assert 0 < x < 1
linear_binomial_empty = N * (1 - x) ** leaps

step_table = []
for step_ms in (20, 10, 5, 2):
    number = round(pulse_s * 1000 / step_ms)
    step_x = k * step_ms / 1000
    step_clamped, step_allowed = poisson_matrices(N, step_x)
    step_law = np.linalg.matrix_power(step_clamped, number)[:, N]
    safe = np.linalg.matrix_power(step_allowed, number)[:, N].sum()
    step_table.append((step_ms, np.arange(N + 1) @ step_law,
                       max(0.0, 1 - safe), overdraw_before_full(N, step_x)))

# One actual lattice run.
lattice = np.zeros((lattice_side, lattice_side), dtype=bool)
lattice_filled = []
for _ in range(leaps):
    vacant = np.flatnonzero(~lattice)
    number = rng.binomial(vacant.size, leap_probability)
    chosen = rng.choice(vacant, size=number, replace=False)
    assert not lattice.flat[chosen].any()
    lattice.flat[chosen] = True
    lattice_filled.append(number)
assert lattice.sum() == sum(lattice_filled)

# Neighbour hindrance; finite steps and sampling set the 0.005 tolerance.
hindrance_ev = 0.02
factor = np.exp(-hindrance_ev / thermal_ev)
small_exact = occupied_count @ small_lattice_law(factor, total_x) / 9
small_sample = hindered_lattice((10000, 3, 3), factor, total_x, 300)
assert abs(small_exact - small_sample) < 0.005
hindered_coverage = hindered_lattice((300, 300), factor, total_x, 300)

# Two classes of site with the same average rate.
mixed_coverage = 1 - (np.exp(-0.5 * total_x) + np.exp(-1.5 * total_x)) / 2

# Diffusion through a layer, balanced by uptake on the remaining empty sites.
layer_cm, diffusivity_cm2_s = 1.0, 150.0
mean_speed = np.sqrt(8 * thermal_energy / (np.pi * mass))
depletion_number = (sticking * mean_speed / 4 * layer_cm / 100
                    / (diffusivity_cm2_s * 1e-4))
depleted_empty = brentq(lambda y: -np.log(y) + depletion_number * (1 - y)
                        - total_x, 1e-12, 1)
depletion_ode = solve_ivp(lambda t, y: -k * y / (1 + depletion_number * y),
                          (0, pulse_s), [1.0], rtol=1e-9, atol=1e-11)
assert np.isclose(depletion_ode.y[0, -1], depleted_empty, rtol=1e-6)

# Gradual pressure rise, tested on the complete five-site master equation.
rise_s = 0.010
integrated_x = k * (pulse_s - rise_s * (1 - np.exp(-pulse_s / rise_s)))
five_generator = death_generator(5)
rise_ode = solve_ivp(lambda t, y: k * (1 - np.exp(-t / rise_s))
                     * (five_generator @ y), (0, pulse_s),
                     [0, 0, 0, 0, 0, 1], rtol=1e-9, atol=1e-11)
assert np.allclose(rise_ode.y[:, -1], binomial_matrix(5, integrated_x)[:, 5],
                   atol=1e-7)
rise_coverage = -np.expm1(-integrated_x)

# Thermal desorption with assumed attempt frequency and barrier.
attempt_hz, desorption_ev, purge_s = 1e13, 1.5, 5.0
desorption_rate = attempt_hz * np.exp(-desorption_ev / thermal_ev)
total_rate = k + desorption_rate
reversible_coverage = k / total_rate * -np.expm1(-total_rate * pulse_s)
two_state = np.array([[-k, desorption_rate], [k, -desorption_rate]])
assert np.isclose(expm(two_state * pulse_s)[1, 0], reversible_coverage)
purge_loss = -np.expm1(-desorption_rate * purge_s)

print(f"Largest transition-probability error: {transition_error:.1e}")
print(f"Temperature: {temperature:.0f} K")
print(f"Precursor pressure: {pressure_torr:.2f} Torr")
print(f"Molecular mass: {mass_u:.1f} u")
print(f"Initial sticking probability: {sticking:.3f}")
print(f"Slot density: {site_density_nm2:.1f} nm^-2")
print(f"Patch side: {patch_side_nm:.0f} nm; slots: {N}")
print(f"Impingement flux: {flux * 1e-18:.4g} nm^-2 s^-1")
print(f"Adsorption rate k per slot: {k:.3f} s^-1")
print(f"Leap: {leap_ms:.0f} ms; number of leaps: {leaps}")
print(f"k*tau: {x:.4f}; k*pulse: {total_x:.4f}")
print(f"Binomial fill probability per leap: {leap_probability:.4f}")
print(f"Exact final coverage: {exact_coverage:.4f}")
print(f"Exact empty slots: mean {exact_empty:.2f}, sd {exact_sd:.2f}")
print(f"Samples per exact method: {runs}")
print(f"Binomial leaps, empty: mean {empty_leap.mean():.2f}, "
      f"sd {empty_leap.std(ddof=1):.2f}")
print(f"Event simulation, empty: mean {empty_event.mean():.2f}, "
      f"sd {empty_event.std(ddof=1):.2f}")
print("Lattice run, slots filled per leap:", *lattice_filled)
print(f"Lattice run, final empty slots: {N - lattice.sum()}")
print(f"Poisson mean request in first leap: {N * x:.2f} slots")
print(f"Poisson overdraw chance, first leap: {first_overdraw:.4f}")
print(f"Poisson overdraw chance, whole pulse: {any_overdraw:.4f}")
print(f"Sampled overdraw fraction ({poisson_runs} runs): "
      f"{overdrawn.mean():.4f}")
print(f"Selected bad first request: {bad_request} from {N} slots")
print(f"Clamped Poisson, empty: mean {poisson_empty:.2f}, "
      f"sd {poisson_sd:.2f}")
print(f"Binomial with p=k*tau, mean empty: {linear_binomial_empty:.3f}")
print("Poisson steps: ms | mean empty | overdraw in pulse | before full")
for step_ms, empty, in_pulse, before_full in step_table:
    print(f"  {step_ms:2d} | {empty:.3f} | {in_pulse:.2e} | {before_full:.4f}")
print(f"Small-step test, k*tau={small_x:.2f}, 50 sites:")
print(f"  relative deficit of empty sites at kt=1: {relative_bias:.5f}")
print(f"  overdraw chance before full: {small_overdraw:.5f}")
print(f"Neighbour barrier increase: {hindrance_ev:.2f} eV")
print(f"Rate factor per occupied neighbour: {factor:.4f}")
print(f"3x3 hindered coverage: exact {small_exact:.4f}, "
      f"sample {small_sample:.4f}")
print(f"Coverage with neighbour hindrance: {hindered_coverage:.3f}")
print(f"Coverage with half 0.5k, half 1.5k: {mixed_coverage:.4f}")
print(f"Diffusion layer: {layer_cm:.1f} cm; "
      f"diffusivity: {diffusivity_cm2_s:.0f} cm^2/s")
print(f"Depletion number (uptake/diffusion): {depletion_number:.4f}")
print(f"Coverage with gas depletion: {1 - depleted_empty:.4f}")
print(f"Pressure rise time: {rise_s * 1000:.0f} ms")
print(f"Coverage with pressure rise: {rise_coverage:.4f}")
print(f"Desorption: barrier {desorption_ev:.1f} eV, "
      f"attempts {attempt_hz:.0e} s^-1")
print(f"Desorption rate: {desorption_rate:.3e} s^-1")
print(f"Coverage change by desorption in pulse: "
      f"{reversible_coverage - exact_coverage:.2e}")
print(f"Fraction desorbed in {purge_s:.0f} s purge: {purge_loss:.3e}")
print("success")
```

Running it gives:

```
Largest transition-probability error: 7.8e-16
Temperature: 473 K
Precursor pressure: 0.05 Torr
Molecular mass: 72.1 u
Initial sticking probability: 0.002
Slot density: 4.0 nm^-2
Patch side: 10 nm; slots: 400
Impingement flux: 9.511e+04 nm^-2 s^-1
Adsorption rate k per slot: 47.554 s^-1
Leap: 20 ms; number of leaps: 3
k*tau: 0.9511; k*pulse: 2.8533
Binomial fill probability per leap: 0.6137
Exact final coverage: 0.9423
Exact empty slots: mean 23.06, sd 4.66
Samples per exact method: 5000
Binomial leaps, empty: mean 23.02, sd 4.66
Event simulation, empty: mean 23.22, sd 4.69
Lattice run, slots filled per leap: 246 103 30
Lattice run, final empty slots: 21
Poisson mean request in first leap: 380.43 slots
Poisson overdraw chance, first leap: 0.1519
Poisson overdraw chance, whole pulse: 0.5871
Sampled overdraw fraction (20000 runs): 0.5818
Selected bad first request: 401 from 400 slots
Clamped Poisson, empty: mean 0.41, sd 0.98
Binomial with p=k*tau, mean empty: 0.047
Poisson steps: ms | mean empty | overdraw in pulse | before full
  20 | 0.413 | 5.87e-01 | 0.6855
  10 | 8.332 | 5.42e-03 | 0.2632
   5 | 15.385 | 4.83e-06 | 0.1243
   2 | 19.951 | 2.21e-09 | 0.0483
Small-step test, k*tau=0.01, 50 sites:
  relative deficit of empty sites at kt=1: 0.00502
  overdraw chance before full: 0.00501
Neighbour barrier increase: 0.02 eV
Rate factor per occupied neighbour: 0.6122
3x3 hindered coverage: exact 0.6792, sample 0.6811
Coverage with neighbour hindrance: 0.678
Coverage with half 0.5k, half 1.5k: 0.8730
Diffusion layer: 1.0 cm; diffusivity: 150 cm^2/s
Depletion number (uptake/diffusion): 0.1242
Coverage with gas depletion: 0.9352
Pressure rise time: 10 ms
Coverage with pressure rise: 0.9073
Desorption: barrier 1.5 eV, attempts 1e+13 s^-1
Desorption rate: 1.041e-03 s^-1
Coverage change by desorption in pulse: -1.70e-05
Fraction desorbed in 5 s purge: 5.193e-03
success
```
